Anisotropic elastic field of the ½⟨111⟩ screw in cubic metals

**Problem**

A straight, infinitely long screw dislocation with Burgers vector b = ½[111] lies in an infinite, stable, linear elastic cubic crystal with constants C11, C12, C44. Use the right-handed axes

x1 = [11-2]/√6, x2 = [-110]/√2, x3 = [111]/√3,

with x3 along the line, and polar coordinates r, θ in the plane, θ measured from x1. The displacement satisfies u3(θ+2π) − u3(θ) = b, while u1 and u2 are single-valued. No line force acts on the core.

(a) Find the rotated constants needed for this problem.

(b) Show that C15′ makes a purely antiplane displacement impossible.

(c) Find the energy factor K, defined by E/L = (K b²/4π) ln(R/r0) for the elastic energy per length between radii r0 and R.

(d) Find the in-plane ("edge") displacements and the pressure they produce.

(e) Evaluate the results for tungsten, iron and niobium with these rough two-figure inputs (GPa; lattice parameter a in nm):

W: C11 = 520, C12 = 200, C44 = 160, a = 0.32
Fe: C11 = 230, C12 = 130, C44 = 120, a = 0.29
Nb: C11 = 250, C12 = 130, C44 = 28, a = 0.33

**Solution**

**(a) Rotated constants**

In the cube axes the stiffness is an isotropic form plus one cubic term:

C_ijkl = C12 δ_ij δ_kl + C44 (δ_ik δ_jl + δ_il δ_jk) − H Σ_n δ_in δ_jn δ_kn δ_ln,
H = 2C44 + C12 − C11.

For example, C_1111 = C12 + 2C44 − H = C11. Rotation changes only the last sum, which becomes M_ijkl = Σ_n a_in a_jn a_kn a_ln, where row i of the matrix a holds the cube components of the new axis i. The sums are

M_1111 = (1+1+16)/36 = 1/2, M_2222 = (1+1)/4 = 1/2,
M_1212 = M_1122 = 2·(1/6)(1/2) = 1/6,
M_1313 = M_2323 = 1/3,
M_1113 = (1+1−8)/(6√6·√3) = −1/(3√2),
M_2213 = M_2312 = (1/2)(1+1)/(√6·√3) = +1/(3√2).

The sums for the constants 14, 24, 56, 16, 26 and 45 vanish, because the first two cube components cancel and a23 = 0. Therefore

C11′ = C22′ = C12 + 2C44 − H/2 = (C11 + C12 + 2C44)/2,
C66′ = C44 − H/6 = (C11 − C12 + 4C44)/6,
C44′ = C55′ = C44 − H/3 = (C11 − C12 + C44)/3,
C12′ = C12 − H/6 = C11′ − 2C66′,
C15′ = −C25′ = −C46′ = H/(3√2).

The relation for C12′ shows that the purely in-plane response is isotropic. One more identity will be needed. With D = C11 − C12,

C44′C66′ − C15′² = [(D+C44)(D+4C44) − (2C44−D)²]/18 = 9 D C44/18 = C44 D/2.

This is positive in a stable crystal.

**(b) The coupling**

Nothing depends on x3, so ε33 = 0. With engineering shears γ, the energy density is

W = ½C11′(ε11² + ε22²) + C12′ε11ε22 + ½C66′γ12² + ½C44′(γ13² + γ23²) + C15′[(ε11 − ε22)γ13 − γ12γ23].

The last bracket joins in-plane to antiplane strains. Try u3 = bθ/2π with u1 = u2 = 0. Then γ13 = ∂1u3 and γ23 = ∂2u3, and the in-plane stresses are

σ11 = C15′γ13, σ22 = −C15′γ13, σ12 = −C15′γ23.

From ∂1θ = −x2/r² and ∂2θ = x1/r² follow ∂1²θ = −∂2²θ = sin2θ/r² and ∂1∂2θ = −cos2θ/r². The stress divergence is then

f1 = ∂1σ11 + ∂2σ12 = C15′(∂1² − ∂2²)u3 = C15′b sin2θ/(πr²),
f2 = ∂1σ12 + ∂2σ22 = −2C15′∂1∂2u3 = C15′b cos2θ/(πr²).

Its magnitude, |C15′|b/(πr²), is nonzero at every angle. No other antiplane field helps. With u1 = u2 = 0 and C15′ ≠ 0, the three equilibrium equations require (∂1² + ∂2²)u3 = 0, (∂1² − ∂2²)u3 = 0 and ∂1∂2u3 = 0. All second derivatives of u3 then vanish, so its gradient is constant and the integral of this gradient around the line is zero instead of b. Equilibrium thus requires in-plane displacements unless H = 0.

The sign of C15′ depends on the choice of x1. The coupling bracket equals Re(EG), with E = ε11 − ε22 + iγ12 and G = γ13 + iγ23. If the axes turn about the line by φ, then E = e^{2iφ}E_new and G = e^{iφ}G_new, so the coupling becomes C15′Re(e^{3iφ}E_new G_new). A turn of 60° reverses the sign of C15′. A turn of 90° replaces it by C14′, with the coupling (ε11−ε22)γ23 + γ12γ13. The physical coupling remains in either description.

**(c) Energy factor**

The only length in the problem is b, and by linearity it merely scales the displacement. No length is left to set a scale for r, so the strains vary as 1/r. This still allows a term in ln r, because changing its unit of length only adds a rigid shift; edge dislocations can have such a term. For the screw, try a displacement that depends on θ alone; the jump conditions and the force on the core will show whether it suffices. Let m and n be the unit vectors along r and θ, and let a prime on u denote d/dθ of its Cartesian components. Then

∂_l u_k = n_l u_k′/r, σ_ij = s_ij(θ)/r, s_ij = C_ijkl n_l u_k′,

where C_ijkl now stands for the rotated tensor. Since ∂_j = m_j ∂_r + (n_j/r)∂_θ and dn/dθ = −m,

∂_jσ_ij = (−m_j s_ij + n_j s_ij′)/r² = (1/r²) d(n_j s_ij)/dθ.

Equilibrium therefore says that

T(θ)u′ = h, T_ik = n_j C_ijkl n_l, h constant.

T is positive definite in a stable crystal. The total jump is (∮T⁻¹dθ)h, so a given Burgers vector fixes h uniquely. Try h = (0, 0, h3); the jump conditions decide whether this is right.

In the local frame let q = m·u′ and s = n·u′. The nonzero strains are

ε_θθ = s/r, γ_rθ = q/r, γ_θ3 = u3′/r.

Using the turning rule above with φ = θ,

r²W = ½C11′s² + ½C66′q² + ½C44′u3′² + C15′u3′(s sin3θ − q cos3θ).

This is also ½u′·T·u′, so its derivatives with respect to q, s and u3′ are the components of Tu′ = h:

C66′q − C15′cos3θ u3′ = 0,
C11′s + C15′sin3θ u3′ = 0,
C44′u3′ + C15′(s sin3θ − q cos3θ) = h3.

The first two equations give

q = (C15′/C66′) cos3θ u3′, s = −(C15′/C11′) sin3θ u3′.

Put these into the third and write C44′ = C44′(cos²3θ + sin²3θ):

u3′(G1 cos²3θ + G2 sin²3θ) = h3,
G1 = C44′ − C15′²/C66′, G2 = C44′ − C15′²/C11′.

By the identity of part (a), G1 = C44 D/(2C66′) > 0. Also C11′ − C66′ = (C11 + 2C12 + C44)/3 > 0, so G2 ≥ G1.

To integrate u3′, define

ρ = (√G2 − √G1)/(√G2 + √G1), 0 ≤ ρ < 1.

Writing the squares through cos6θ gives

√(G1G2)/(G1cos²3θ + G2sin²3θ) = (1−ρ²)/(1+ρ²−2ρcos6θ) = 1 + 2Σ_{n≥1} ρⁿ cos6nθ,

where the last form is a sum of two geometric series. Its angular mean is 1. The condition ∮u3′dθ = b thus gives h3 = b√(G1G2)/(2π).

The in-plane jump is ∮(q+is)e^{iθ}dθ. Since u3′ contains harmonics 6n, q and s contain odd multiples of 3θ. Multiplication by e^{iθ} leaves no constant term, so u1 and u2 are single-valued and the trial h is correct.

The force on the core must also vanish. On a circle,

rσ_rr = C12′s − C15′sin3θ u3′,
rσ_rθ = C66′q − C15′cos3θ u3′ = 0,
rσ_r3 = −C15′(s cos3θ + q sin3θ) = C15′²(1/C11′ − 1/C66′) sin3θ cos3θ u3′.

The in-plane force integrates to zero by the same count of harmonics. The axial force does so because its integrand is odd in θ.

On a radial cut the axial traction is h3/r. The work of opening the cut by b is

E/L = ½b∫ h3 dr/r = (b²/4π)√(G1G2) ln(R/r0).

The work done on the inner and outer circles cancels: traction times circumference and the displacement are independent of r, while the outward normals are opposite. Hence

K = √(G1G2) = √[(C44′ − C15′²/C66′)(C44′ − C15′²/C11′)].

The plain screw of part (b), held in place by body forces, has C15′ decoupled from its energy and gives K = C44′. Relaxation lowers the factor, since neither G1 nor G2 exceeds C44′.

Two limits show the range of the effect. For H = 0, G1 = G2 = C44 and the isotropic result K = C44 returns. If instead D → 0 at fixed C44 and bulk modulus, G1 → 0 and K vanishes as √D, whereas C44′ tends to C44/3. The approach is slow. With the C44 and bulk modulus of the iron inputs of part (e), K/C44′ is 0.72 at 2C44/D = 5 and 0.54 at 2C44/D = 10, and it falls to 0.1 only near 2C44/D ≈ 320. The plain-screw estimate therefore fails in order of magnitude only very close to the shear instability.

**(d) Edge displacements and pressure**

Integration of the series for u3′ gives, up to a rigid shift,

u3 = (b/2π)[θ + Σ_{n≥1}(ρⁿ/3n) sin6nθ] = (b/2π)[θ − (1/3)arg(1 − ρe^{6iθ})].

For the in-plane part, write u1 + iu2 = (u_r + iu_θ)e^{iθ}. Its derivative is (q+is)e^{iθ}, so

u_r′ − u_θ = q, u_θ′ + u_r = s.

Here the primes act on the polar components. Multiplying the series for u3′ by cos3θ or sin3θ and collecting equal harmonics k = 6n+3, n = 0, 1, 2, …, gives

q = ΣP_k cos kθ, P_k = (b/2π)(C15′/C66′)(1+ρ)ρⁿ,
s = −ΣS_k sin kθ, S_k = (b/2π)(C15′/C11′)(1−ρ)ρⁿ.

With u_r = ΣX_k sin kθ and u_θ = ΣY_k cos kθ, the two equations become

kX_k − Y_k = P_k, X_k − kY_k = −S_k.

Substitute Y_k = kX_k − P_k into the second:

X_k = (kP_k + S_k)/(k²−1), Y_k = (P_k + kS_k)/(k²−1).

The homogeneous solution is a rigid translation and is dropped. For weak coupling ρ → 0, and the term k = 3 suffices:

u_r ≈ (bC15′/16π)(3/C66′ + 1/C11′) sin3θ,
u_θ ≈ (bC15′/16π)(1/C66′ + 3/C11′) cos3θ.

These displacements do not decay with r; their strains fall as 1/r, like those of the screw part. They carry no edge Burgers vector, because they return to their starting values after a full turn.

The dilatation is s/r. In a cubic crystal the mean stress depends on dilatation alone, through the bulk modulus B = (C11+2C12)/3. Taking pressure p positive in compression,

p = −Bs/r = B C15′ sin3θ u3′/(C11′r).

At θ = 30°, where sin3θ = 1 and u3′ = (b/2π)√(G1/G2),

p = B C15′b√(G1/G2)/(2πrC11′).

This is the extreme value on the circle when G2 < 2G1, since sin3θ/(G1cos²3θ + G2sin²3θ) then grows with sin3θ up to 1. The condition holds for all three input sets.

**(e) Tungsten, iron and niobium**

For iron, H = 240 + 130 − 230 = 140 GPa. The rotated constants are

C11′ = 600/2 = 300 GPa, C66′ = 580/6 = 96.67 GPa,
C44′ = 220/3 = 73.33 GPa, C15′ = 140/(3√2) = 33.00 GPa.

Hence

G1 = 73.33 − 33.00²/96.67 = 62.07 GPa,
G2 = 73.33 − 33.00²/300 = 69.70 GPa,
K = √(62.07 × 69.70) = 65.8 GPa.

This is 10% below the plain-screw value C44′. Integrating the strain energy of the displacement field directly also gives 65.78 GPa.

With b = √3a/2 = 0.251 nm and 1 GPa nm² = 6.24 eV/nm, the prefactor is

Kb²/4π = 65.8 × 0.251²/(4π) × 6.24 = 2.06 eV/nm.

For r0 = b and R = 1000 nm the logarithm is 8.29, so E/L = 17 eV/nm.

The leading edge amplitude uses ρ = 0.029:

P3/b = (33.00/96.67)(1.029)/(2π) = 0.0559,
S3/b = (33.00/300)(0.971)/(2π) = 0.0170,
X3/b = (3 × 0.0559 + 0.0170)/8 = 0.0231.

Thus X3 = 5.8 pm, and in the same way Y3 = 3.4 pm. The next radial amplitude, X9, is 0.05 pm, so the field is nearly a pure threefold pattern. The pressure at r = 1 nm and θ = 30° is 0.68 GPa, and it changes sign when θ increases by 60°.

For niobium, H = 56 + 130 − 250 = −64 GPa and C15′ = −15.08 GPa. Then G1 = 43.45 GPa, G2 = 48.29 GPa and K = 45.8 GPa, 7% below C44′. The same choice of R and r0 gives E/L = 15 eV/nm. The edge amplitudes are X3 = −7.2 pm and Y3 = −3.4 pm. For equal Burgers vector sense and equal axes, the edge pattern is therefore reversed relative to iron; the pressure at the same point is −0.51 GPa. The energy does not share this reversal, because K contains C15′ squared.

For tungsten the two-figure inputs give H = 320 + 200 − 520 = 0. Thus K = C44 = 160 GPa, E/L = 50 eV/nm, and the computed edge displacement is zero. That zero has the precision of the inputs. Moving C11, C12 and C44 to the ends of their rounding intervals (±5 GPa each) gives X3 between −0.54 and +0.53 pm, so these inputs do not determine even its sign. The same procedure, with ±0.5 GPa for niobium's C44, gives 5.0 to 6.6 pm in iron and −8.2 to −6.1 pm in niobium. Their signs survive the rounding. Rounding of a (±0.005 nm) widens these ranges by a further 2% or so. The magnitudes are rough: a nearby niobium set, C11 = 246.5, C12 = 134.5, C44 = 28.7 GPa, gives X3 = −6.3 pm and a pressure of −0.44 GPa.

The Voigt isotropic average is a poor substitute for K in iron. Its shear modulus is μ_V = (C11 − C12 + 3C44)/5, and μ_V − C44′ = 2H/15. For H > 0 it lies above C44′, while the coupling puts K below C44′; the two differences add. In iron μ_V = 92 GPa, 40% above K. In niobium μ_V lies below C44′, as K does, and the error is −11% of K.

**Comparison with real crystals**

The inputs represent the usual ordering of these metals: tungsten nearly isotropic, iron with 2C44/(C11−C12) above 1, and niobium with this ratio below 1. Real dislocations break the assumption of a linear continuum first at the core. The nominal strain b/(2πr) reaches 2% at about 2 nm in all three metals, so the fields well inside that radius are extrapolations. This applies to the pressures quoted at 1 nm: in iron the nominal strain there is 4%, and the neglected pressure terms of second order in strain scale as B(b/2πr)² ≈ 0.26 GPa, times a coefficient that linear elasticity does not supply. The value 0.68 GPa is therefore only the linear part of the pressure. Doubling r0 lowers E/L in iron by 1.4 eV/nm, about 8% of the value above.

A core may also expand. For a trial expansion of 0.1b² in cross-section, an isotropic in-plane estimate gives u_r = 0.1b²/(2πr), or 1.0 pm at 1 nm in iron. At that radius it is smaller than the 5.8 pm edge amplitude, and it decays with distance; at r = b, however, it is 4.0 pm, so close to the core the two are comparable. In tungsten the corresponding field, 1.2 pm at 1 nm, exceeds the edge amplitude allowed by the rounding trial out to about 2.3 nm, so a measured or simulated in-plane displacement near the core need not come from C15′.

Elastic constants also change with temperature. As a trial, lowering C11 − C12 by 10% at fixed C44 and bulk modulus reduces K by 7% in iron. In a supercell, a single neighbouring screw at d = 3 nm exerts a shear stress σ_θ3 = Kb/(2πd) = 0.88 GPa in iron, whatever its direction. The coupling adds components that depend on direction: σ_r3 up to ±0.05 GPa and σ_rr up to ±0.56 GPa at the same distance. The stresses of all neighbours must be summed, with their signs, before the energy or core of such a cell is assigned to an isolated dislocation. The full set of values for the three metals is in the numerical output.

Computed results

```
quantity [unit]                                        W        Fe        Nb
input C11 [GPa]                                      520       230       250
input C12 [GPa]                                      200       130       130
input C44 [GPa]                                      160       120        28
input lattice parameter [nm]                        0.32      0.29      0.33
Burgers vector b [nm]                             0.2771    0.2511    0.2858
anisotropy 2C44/(C11-C12) [1]                      1.000     2.400     0.467
H [GPa]                                              0.0     140.0     -64.0
rotated C11 [GPa]                                 520.00    300.00    218.00
rotated C66 [GPa]                                 160.00     96.67     38.67
rotated C44 (plain-screw factor) [GPa]            160.00     73.33     49.33
rotated C15 [GPa]                                   0.00     33.00    -15.08
G1 [GPa]                                          160.00     62.07     43.45
G2 [GPa]                                          160.00     69.70     48.29
rho [1]                                           0.0000    0.0290    0.0264
energy factor K [GPa]                             160.00     65.78     45.80
K from strain-energy integral [GPa]               160.00     65.78     45.80
K mesh shift, 6 to 12 angles [GPa]               0.0e+00   1.1e-01   6.4e-02
K mesh shift, 12 to 24 angles [GPa]              2.8e-14   9.3e-05   4.5e-05
K relative to plain screw [%]                       0.00    -10.31     -7.15
prefactor K b^2/(4 pi) [eV/nm]                     6.103     2.061     1.858
E/L for r0 = b, R = 1000 nm [eV/nm]                49.99     17.08     15.16
left-over force, plain, r = 1 nm [GPa/nm]          0.000     2.638     1.372
edge amplitude X3 / b [%]                          0.000     2.309    -2.524
edge amplitude X3 (u_r) [pm]                       0.000     5.799    -7.213
edge amplitude Y3 (u_theta) [pm]                   0.000     3.356    -3.426
edge amplitude X9 (u_r) [pm]                      0.0000    0.0473   -0.0551
bulk modulus B [GPa]                               306.7     163.3     170.0
pressure, r = 1 nm, theta = 30 deg [GPa]           0.000     0.678    -0.508
rounding of inputs: lowest K [GPa]                 155.0      60.4      43.1
rounding of inputs: highest K [GPa]                165.0      71.1      48.4
rounding of inputs: lowest X3 [pm]                 -0.54      5.02     -8.24
rounding of inputs: highest X3 [pm]                 0.53      6.57     -6.14
E/L change if r0 is doubled [eV/nm]                -4.23     -1.43     -1.29
radius where b/(2 pi r) = 0.02 [nm]                 2.21      2.00      2.27
u_r at 1 nm, core area +0.1 b^2 [pm]                1.22      1.00      1.30
K change, C11-C12 down 10%, B fixed [%]            -6.82     -7.01     -6.33
image stress K b/(2 pi d), d = 3 nm [GPa]          2.352     0.876     0.694
Voigt average shear modulus [GPa]                  160.0      92.0      40.8
error of Voigt average as K [%]                      0.0      39.9     -10.9
```
